# Ewald Field Gradient in a Tetragonally Strained Rocksalt Point-Charge Lattice

## Problem

A nucleus with a quadrupole moment responds to the electric field gradient at its site. Take the simplest source of such a gradient in an ionic crystal: a rocksalt lattice of rigid point charges. An ion of charge $+q$ is at the origin. The ion with integer indices $n=(n_1,n_2,n_3)$ has charge $q s_n$, where $s_n=(-1)^{n_1+n_2+n_3}$, and position $(n_1d_x,n_2d_y,n_3d_z)$. A tetragonal strain $\varepsilon$ changes the spacings at constant volume:

$$d_z=d(1+\varepsilon),\qquad d_x=d_y=d(1+\varepsilon)^{-1/2}.$$

The field gradient is $V_{ab}=\partial^2\phi/\partial x_a\partial x_b$ at the origin, where $\phi$ is the potential of all other ions. Atomic units are used, so a charge $Q_j$ at distance $r$ gives $\phi=Q_j/r$.

1. Derive an Ewald formula for $V_{ab}$.
2. Show that its trace vanishes, and that the whole tensor vanishes at $\varepsilon=0$.
3. Find how $V_{zz}$ depends on small $\varepsilon$, and how far a linear law can be trusted.
4. Evaluate $V_{zz}$ for the round model parameters $q=1$, $d=5$ bohr, $\varepsilon=0.01$, and find the quadrupole coupling constant for a chosen moment $Q=0.1$ barn.

## First estimate by scaling

Differentiating $1/r$ twice gives the contribution of one charge:

$$V_{ab}=Q_j\,\frac{3r_ar_b-r^2\delta_{ab}}{r^5}. \tag{1}$$

The natural unit is therefore $q/d^3$. For the $zz$ element, an ion on the $z$ axis contributes $2Q_j/r^3$, and an ion in the $xy$ plane contributes $-Q_j/r^3$.

Keep only the six nearest neighbours, each of charge $-q$. Two lie on the $z$ axis at distance $d(1+\varepsilon)$, and four lie in the plane at $d(1+\varepsilon)^{-1/2}$. Hence

$$V_{zz}^{\rm shell}=\frac{4q}{d^3}\left[(1+\varepsilon)^{3/2}-(1+\varepsilon)^{-3}\right]. \tag{2}$$

At $\varepsilon=0$ the two groups cancel. To first order the bracket is $\tfrac32\varepsilon+3\varepsilon$, so

$$V_{zz}^{\rm shell}\approx 18\,\varepsilon\,\frac{q}{d^3}. \tag{3}$$

The sign has a direct meaning. The axial anions make a negative contribution and move away, while the equatorial anions make a positive one and move closer. Both changes raise $V_{zz}$.

For the given parameters the estimate is $18\times0.01/125=1.44\times10^{-3}$ atomic units. Its weak point is the neglect of distant ions: their contributions fall only as $r^{-3}$, while the number of ions in a shell of fixed thickness grows as $r^2$.

## Exact solution

### The sum has a definite value

A sum over single ions is not absolutely convergent, so its value could depend on the order of summation. Grouping the ions into neutral boxes gives a sum that does converge absolutely. Divide the crystal into boxes with edges $d_x,d_y,d_z$ and an ion at each corner. Each ion is shared by eight boxes, so a box has corner charges $\pm q/8$ of alternating sign.

Measured from the box centre, the moment of $x^ay^bz^c$ is a product of three factors. The $x$ factor is proportional to $(+1)^a-(-1)^a$, which vanishes for even $a$; the other two behave likewise. A nonzero moment needs $a$, $b$ and $c$ all odd, so the lowest is the octupole moment of $xyz$. Its potential falls as $R^{-4}$ and its field gradient as $R^{-6}$. The sum over distant boxes is bounded by a multiple of $\int R^2R^{-6}\,dR$ and converges absolutely.

This also gives a practical direct sum. In a block $|n_i|\le N$ made of whole boxes, interior ions have weight 1, and those on faces, edges and corners have weights $1/2$, $1/4$ and $1/8$.

### Splitting the potential

Write

$$\frac1r=\frac{\operatorname{erfc}(\alpha r)}r+\frac{\operatorname{erf}(\alpha r)}r,$$

with $\alpha>0$. The second term is the potential of a unit Gaussian charge

$$\rho_\alpha(r)=\frac{\alpha^3}{\pi^{3/2}}e^{-\alpha^2r^2}.$$

To check this, use $\nabla^2f=(rf)''/r$ for a radial function:

$$\nabla^2\frac{\operatorname{erf}(\alpha r)}r=\frac1r\frac{d}{dr}\left(\frac{2\alpha}{\sqrt\pi}e^{-\alpha^2r^2}\right)=-\frac{4\alpha^3}{\sqrt\pi}e^{-\alpha^2r^2}=-4\pi\rho_\alpha. \tag{4}$$

**Real-space part.** For a radial function, $\partial_af=r_af'/r$. A second differentiation gives

$$\partial_a\partial_bf=\delta_{ab}\frac{f'}r+r_ar_b\,\frac1r\frac{d}{dr}\left(\frac{f'}r\right).$$

With $f=\operatorname{erfc}(\alpha r)/r$, the first factor is $f'/r=-B_1$, where

$$B_1=\frac{\operatorname{erfc}(\alpha r)}{r^3}+\frac{2\alpha}{\sqrt\pi}\frac{e^{-\alpha^2r^2}}{r^2}.$$

The second is $B_2=-B_1'/r$. Differentiating the error function in $B_1$ gives a Gaussian term $1/r^4$, and differentiating the other term gives $2/r^4+2\alpha^2/r^2$. Therefore

$$B_2=\frac{3\operatorname{erfc}(\alpha r)}{r^5}+\frac{2\alpha}{\sqrt\pi}e^{-\alpha^2r^2}\left(\frac3{r^4}+\frac{2\alpha^2}{r^2}\right).$$

With a prime denoting omission of the central ion,

$$V^{\rm real}_{ab}=\sum_j{}'q_j\left(r_ar_bB_2-\delta_{ab}B_1\right). \tag{5}$$

**Reciprocal-space part.** Include a Gaussian at the origin for the moment, so that the smooth charge density is periodic. The repeat cell has edges $2d_x,2d_y,2d_z$, volume $\Omega=8d^3$, and eight ions. Its reciprocal vectors are $G_i=\pi m_i/d_i$ with integer $m_i$. The structure factor is

$$S(\mathbf G)=\sum_{\rm cell}q_je^{-i\mathbf G\cdot\mathbf r_j}=q\prod_{i=1}^3\left[1-(-1)^{m_i}\right],$$

which equals $8q$ if all $m_i$ are odd and zero otherwise.

The Fourier transform of $\rho_\alpha$ is $e^{-G^2/4\alpha^2}$. Poisson's equation then gives $G^2\phi_{\mathbf G}=(4\pi/\Omega)S(\mathbf G)e^{-G^2/4\alpha^2}$, and two derivatives of $e^{i\mathbf G\cdot\mathbf x}$ supply $-G_aG_b$. Since $8q/\Omega=q/d^3$,

$$V^{\rm rec}_{ab}=-\frac{4\pi q}{d^3}\sum_{m_i\ \rm odd}\frac{G_aG_b}{G^2}e^{-G^2/4\alpha^2}. \tag{6}$$

Poisson's equation does not fix the $\mathbf G=0$ coefficient, which is the cell average of the smooth field gradient. Build the periodic charge from groups of eight adjacent boxes. The average is then $\Omega^{-1}$ times the integral over all space of $\partial_a\partial_b\phi_c$, where $\phi_c$ is the smeared potential of one group. By the divergence theorem this is a surface integral of $\partial_b\phi_c$. The group has no moment below the octupole, so $\partial_b\phi_c$ falls at least as fast as $R^{-5}$, while the surface grows as $R^2$. The average is zero, and (6) belongs to the same box-grouped sum as before.

**Self part.** The Gaussian at the origin must now be removed. Near $r=0$,

$$\frac{\operatorname{erf}(\alpha r)}r=\frac{2\alpha}{\sqrt\pi}\left(1-\frac{\alpha^2r^2}3+\cdots\right).$$

Because $\partial_a\partial_br^2=2\delta_{ab}$, its second derivative at the origin is $-4\alpha^3\delta_{ab}/(3\sqrt\pi)$. Subtracting $q$ times this gives

$$V^{\rm self}_{ab}=+\frac{4q\alpha^3}{3\sqrt\pi}\delta_{ab}. \tag{7}$$

The required tensor is $V=V^{\rm real}+V^{\rm rec}+V^{\rm self}$. The parameter $\alpha$ changes the division between the parts, not the total.

### Trace and cubic symmetry

Away from the origin $\nabla^2(1/r)=0$, so (4) implies $\nabla^2[\operatorname{erfc}(\alpha r)/r]=+4\pi\rho_\alpha$. The three traces are

$$\begin{aligned}
\operatorname{tr}V^{\rm real}&=4\pi\sum_j{}'q_j\rho_\alpha(r_j),\\
\operatorname{tr}V^{\rm rec}&=-4\pi\sum_jq_j\rho_\alpha(r_j),\\
\operatorname{tr}V^{\rm self}&=\frac{4q\alpha^3}{\sqrt\pi}=4\pi q\rho_\alpha(0).
\end{aligned}$$

The second line follows because the trace removes $G_aG_b/G^2$ and leaves the Fourier series of the smooth charge density at the origin. Its $\mathbf G=0$ term is absent because the cell is neutral. The second sum includes the central ion and the first does not; the self part supplies the difference. The total is zero for every $\alpha$ and every strain.

Reflections such as $x\to-x$ remove the off-diagonal elements. The fourfold axis along $z$ makes $V_{xx}=V_{yy}$, so zero trace gives

$$V_{xx}=V_{yy}=-\tfrac12V_{zz}. \tag{8}$$

At $\varepsilon=0$ the three axes are equivalent. All diagonal elements are then equal, and since their sum is zero, each is zero.

### Expansion in strain

Let an ion have unstrained distance $r=|n|d$ and direction cosine $u=n_3/|n|$. Define $p=3u^2-1$. Under strain, $z^2$ is multiplied by $1+2\varepsilon+\varepsilon^2$, and $x^2+y^2$ by $(1+\varepsilon)^{-1}=1-\varepsilon+\varepsilon^2+\cdots$. The numerator in (1), divided by $r^2$, becomes

$$2u^2(1+2\varepsilon+\varepsilon^2)-(1-u^2)(1-\varepsilon+\varepsilon^2)=p+\varepsilon(p+2)+\varepsilon^2p.$$

The squared distance, divided by $r^2$, becomes

$$u^2(1+2\varepsilon+\varepsilon^2)+(1-u^2)(1-\varepsilon+\varepsilon^2)=1+\varepsilon p+\varepsilon^2.$$

Both hold through second order. From $(1+x)^{-5/2}=1-\tfrac52x+\tfrac{35}8x^2+\cdots$, the factor from the denominator is

$$1-\tfrac52\varepsilon p+\varepsilon^2\left(\tfrac{35}8p^2-\tfrac52\right).$$

Multiplication by the numerator gives the coefficients

$$\begin{aligned}
\varepsilon^1:&\quad p+2-\tfrac52p^2,\\
\varepsilon^2:&\quad p-\tfrac52p(p+2)+p\left(\tfrac{35}8p^2-\tfrac52\right)\\
&\quad=\tfrac{35}8p^3-\tfrac52p^2-\tfrac{13}2p.
\end{aligned}$$

The first coefficient is clearer in Legendre polynomials. We have $P_2=p/2$. Substituting $u^2=(p+1)/3$ in $P_4=(35u^4-30u^2+3)/8$ gives $P_4=(35p^2-20p-28)/72$, or

$$p^2=\frac{72P_4+20p+28}{35}.$$

Hence

$$p+2-\tfrac52p^2=-\tfrac{36}7P_4-\tfrac37p=-\tfrac{36}7P_4-\tfrac67P_2.$$

In a cubic block, permuting the axes averages $p$ to $[3(u_x^2+u_y^2+u_z^2)-3]/3=0$. Terms linear in $p$ therefore disappear from the lattice sums, leaving

$$V_{zz}=\frac q{d^3}\left[K\varepsilon+B\varepsilon^2+O(\varepsilon^3)\right], \tag{9}$$

$$K=-\frac{36}7\sum_n{}'\frac{s_nP_4(u)}{|n|^3},\qquad
B=\sum_n{}'\frac{s_n}{|n|^3}\left(\frac{35p^3}8-\frac{5p^2}2\right). \tag{10}$$

These sums use the weighted blocks. Term-by-term expansion is allowed because the box contributions are analytic in $\varepsilon$ and remain bounded by a multiple of $R^{-6}$ in a small complex disc around $\varepsilon=0$.

The sums give $K=17.8487$ and $B=-30.074$. Numerical strain derivatives of the Ewald result agree with both. Linearity is thus the leading-order law, with a relative correction

$$\frac{V_{zz}}{K\varepsilon q/d^3}=1+\frac BK\varepsilon+\cdots\approx1-1.685\,\varepsilon. \tag{11}$$

At $\varepsilon=+0.01$ the computed ratio is 0.983, and at $-0.01$ it is 1.017. At $\pm0.04$ the ratios are 0.936 and 1.071, so a single slope is then wrong by 6 to 7 per cent of the linear value. Including $B$ brings the error at these two strains down to about 0.3 per cent of the full $V_{zz}$.

The slope also covers small strains that change the volume. A uniform dilation keeps the lattice cubic and produces no gradient. Only the difference $e_{zz}-e_{xx}$ matters to first order; for the strain used above it is $\varepsilon+\varepsilon/2=3\varepsilon/2$. Thus, for $e_{xx}=e_{yy}$,

$$V_{zz}\approx\frac{2K}3\frac q{d^3}(e_{zz}-e_{xx}). \tag{12}$$

Stretching $z$ alone has slope $2K/3=11.899$, which the Ewald calculation reproduces. The value of $B$, by contrast, belongs to the volume-conserving path.

### Numerical evaluation

For $d=5$ bohr and $\varepsilon=0.01$, the spacings are $d_x=4.975186$ and $d_z=5.050000$ bohr. Choose $\alpha=0.20$ bohr$^{-1}$, so that $\alpha d=1$ and both sums converge rapidly. In units of $10^{-3}$ atomic units, the parts are:

| Part | $xx$ | $zz$ | Trace |
|---|---:|---:|---:|
| Real | −6.555081 | −4.453746 | −17.563908 |
| Reciprocal | −0.165004 | −0.160151 | −0.490159 |
| Self | 6.018022 | 6.018022 | 18.054067 |
| Total | −0.702063 | 1.404126 | 0 |

The zero in the last row means zero to rounding error. No part is traceless by itself, and the total satisfies (8).

In the cubic lattice with the same $\alpha$, each diagonal element has parts $-5.854517$, $-0.163506$ and $6.018022$ in the same unit. They cancel to within one unit of the last printed digit, which is rounding. Strain leaves the self part unchanged, so the gradient comes from changes in the other two, mainly the real-space part for this $\alpha$.

The main result is

$$V_{zz}=1.404\times10^{-3}\ \text{a.u.}=1.364\times10^{19}\ \mathrm{V\,m^{-2}}.$$

The coupling constant is $C_Q=eQV_{zz}/h$, with $V_{zz}$ in SI units and $Q=0.1$ barn $=10^{-29}$ m$^2$. This gives $C_Q=33.0$ kHz.

As an independent check, the direct sum gives $V_{zz}$ in units of $q/d^3$ as 0.092752 for $N=1$, 0.177534 for $N=2$, and 0.175515 for $N=4$. By $N=30$ it agrees with the Ewald value 0.175515693 to all printed digits. The $N=1$ value is poor because the nearest neighbours then lie on the block faces and have weight one half.

## Comparison of the estimate and the solution

The estimate $1.44\times10^{-3}$ is 2.6 per cent above the Ewald value $1.404\times10^{-3}$. Two errors of the same sign make up the difference. Replacing $K$ by 18 overestimates the slope by 0.8 per cent, and neglecting the curvature adds 1.7 per cent at this strain.

The good slope does not mean that the other shells are individually negligible. Equation (10) gives their contributions:

- The 12 ions at $\sqrt2\,d$ have $s_n=+1$. Four have $u=0$ and $P_4=3/8$; eight have $u^2=1/2$ and $P_4=-13/32$. The sum of $P_4$ is $-7/4$, which contributes $9/(2\sqrt2)\approx+3.2$ to $K$.
- The eight ions at $\sqrt3\,d$ have $s_n=-1$ and $P_4=-7/18$. They contribute $-16/(3\sqrt3)\approx-3.1$.
- The six ions at $2d$ have the angles of the first shell, the opposite charge, and one eighth of the strength. They contribute $-18/8=-2.25$.

These three shells add up to about $-2.1$, whereas all ions beyond the first shell together contribute $K-18=-0.15$, so more distant shells supply the remaining $+2.0$. The first-shell slope is therefore close to the full slope only because, in this lattice, much larger contributions of both signs nearly cancel. The curvature has no equally good cancellation. Expanding (2) to second order gives $4(\tfrac38-6)=-22.5$, whereas the full lattice has $B=-30.07$. For this lattice and strain path the nearest shell happens to be a good guide to the slope and is a poor one to the departure from linearity.

Two symmetries help in using the result. Moving the origin to a neighbouring ion reverses every charge, so the field gradient at a $-q$ site is the negative of that at a $+q$ site. Every ion also remains an inversion centre under this strain. The electric field at each site is therefore zero, and the strain drives neither a relative shift of the sublattices nor induced dipoles.

Inversion does not forbid quadrupolar distortion of the electron shells. Distortion of the ion's own shell changes the gradient at its nucleus, an effect called Sternheimer shielding when it reduces the applied gradient and antishielding when it amplifies it, and distorted neighbours add sources of their own. Overlap and covalency also change the charge distribution. These effects need not be small, and the model omits them. The 33.0 kHz is the coupling of the bare point-charge lattice, not a prediction for a particular crystal. The zero at cubic symmetry is more general: a time-averaged charge distribution with cubic site symmetry, whatever its shape, has equal diagonal elements and no off-diagonal ones, so it has no traceless field gradient to couple to the quadrupole moment.

## Numbers as computed

```
charge q = 1.0 e, distance d = 5.0 bohr
strain eps = 0.010, alpha = 0.20 1/bohr
spacings d_x = 4.975186 bohr, d_z = 5.050000 bohr
Ewald parts (atomic units): xx, zz, trace
  real       -0.006555081 -0.004453746 -0.017563908
  reciprocal -0.000165004 -0.000160151 -0.000490159
  self        0.006018022  0.006018022  0.018054067
  total      -0.000702063  0.001404126  3.7e-17
Cubic lattice, same alpha (atomic units): xx, zz
  real       -0.005854517 -0.005854517
  reciprocal -0.000163506 -0.000163506
  self        0.006018022  0.006018022
V_zz = 1.404126e-03 a.u. = 1.3644e+19 V/m^2
C_Q for Q = 0.1 barn: 32.992 kHz
largest cubic element, any alpha: 9.1e-15 q/d^3
largest trace under strain: 4.7e-14 q/d^3
largest change with alpha: 4.4e-14 q/d^3
largest gap to direct sum, N=30: 3.8e-11 q/d^3
Direct sum at eps = 0.01: N, V_zz (q/d^3)
   1 0.092751971
   2 0.177534283
   4 0.175514922
   8 0.175515671
  16 0.175515693
  30 0.175515693
  Ewald 0.175515693
K lattice sum = 17.848679, Ewald derivative = 17.848679
B lattice sum = -30.07354, Ewald derivative = -30.07354
uniaxial slope = 11.899119, 2K/3 = 11.899119
nearest-shell slope = 18.0000, K/shell = 0.99159
eps, V_zz, K*eps, K*eps+B*eps^2 (q/d^3), V_zz/(K*eps)
  -0.040 -0.764471 -0.713947 -0.762065 1.07077
  -0.020 -0.369299 -0.356974 -0.369003 1.03453
  -0.010 -0.181531 -0.178487 -0.181494 1.01706
  -0.001 -0.017879 -0.017849 -0.017879 1.00169
   0.001  0.017819  0.017849  0.017819 0.99832
   0.010  0.175516  0.178487  0.175479 0.98335
   0.020  0.345232  0.356974  0.344944 0.96711
   0.040  0.668103  0.713947  0.665830 0.93579
```
